Grove growth law: transport and surface reaction in series

A heated wafer lies in a stream of carrier gas containing a small amount of precursor. Precursor molecules reach the wafer through a layer of slow gas, react there and leave atoms in the growing film. In one temperature range the growth rate climbs steeply on heating; in a hotter range it climbs slowly and responds instead to the gas flow. An implementation needs one expression that covers both ranges, and a way of telling which process limits growth at a given setting.

**Model and conventions**

The slow gas is represented by a stagnant film of thickness δ. The coordinate z runs from the wafer surface, z = 0, to the outer edge of the film, z = δ. The precursor concentration C(z) is a number of molecules per unit volume, with C(0) = C_s and C(δ) = C_g. The flux F is counted positive towards the surface.

The assumptions are:

- Transport is one-dimensional, and no reaction occurs in the gas.
- The film is isothermal at the surface temperature T, so the diffusivity D is uniform.
- The precursor is dilute: its mole fraction y is much smaller than 1.
- Surface consumption is irreversible and first order, with rate coefficient k in cm/s.
- Each consumed molecule supplies one atom to a solid containing N atoms per unit volume.

The thickness δ is an input, to be taken from a flow calculation or from measurement. C_g is the local value above the wafer; if the gas is depleted along the reactor, the law is applied position by position with the local C_g, provided that C_g and δ change little along the surface over a distance δ. Even then the local use is approximate: in a flowing boundary layer h depends on how much precursor was consumed upstream, and hence on k. For a linear shear flow over a uniformly reacting surface, with h taken from the case of a fully depleted surface, the law derived below underestimates the local flux by about 3% at k/h = 0.28, 6% at k = h and 3% at k/h = 8.

**Flux through the gas film**

In the steady state no molecules accumulate in any slice of the film, so the flux is the same at every z. Fick's law gives a flux −D dC/dz in the direction of increasing z. The flux towards the surface has the opposite sign:

F = D dC/dz.

Since F and D are constant, dC/dz is constant and the profile is a straight line between its end values:

C(z) = C_s + (C_g − C_s) z/δ.

Its slope is (C_g − C_s)/δ. With the transport coefficient h = D/δ, also in cm/s,

F = h (C_g − C_s).

**Equating transport and consumption**

The surface consumes molecules at the rate

F = k C_s.

The surface stores no precursor in the steady state, so the two fluxes are equal:

h (C_g − C_s) = k C_s
h C_g = (h + k) C_s
C_s = C_g h/(h + k).

The same result can be read as a sum of concentration drops. Transport requires C_g − C_s = F/h, and reaction requires C_s = F/k. Adding these removes C_s:

C_g = F (1/h + 1/k).

Thus 1/h and 1/k act as resistances, in s/cm. They add in series because the same flux passes first through the gas and then through the reaction.

In a time dt, an area A receives F A dt atoms, which fill a volume F A dt/N. Dividing by A dt gives the growth rate G = F/N, and therefore

G = (C_g/N) / (1/h + 1/k) = (C_g/N) hk/(h + k).

This is the Grove growth law. If each molecule supplies m atoms, G is multiplied by m. For computation the equivalent form

G = (C_g/N) k/(1 + k/h)

is convenient, since it also accepts k = 0.

**A reversible surface reaction**

If the reverse reaction matters and the net consumption is k(C_s − C_eq), with C_eq a fixed equilibrium concentration, the second drop becomes C_s − C_eq = F/k. Adding it to C_g − C_s = F/h gives

F = (C_g − C_eq) / (1/h + 1/k).

The resistances are unchanged, but the driving difference is smaller. The irreversible law requires C_eq ≪ C_g.

**Worked growth rate at 1200 K**

The following are round model parameters, not data for a particular material. The pressure is P = 101325 Pa, y = 0.001, δ = 1 cm and N = 5×10²² cm⁻³. The two coefficients depend on temperature as

D = (5 cm²/s)(T/1000 K)ⁿ, n = 1.75
k = (10⁷ cm/s) exp(−E/k_BT), E = 1.60 eV.

At 1200 K, k_BT = 0.10341 eV, so

D = 5 × 1.2^1.75 = 6.879 cm²/s
h = 6.879/1 = 6.879 cm/s
k = 10⁷ × exp(−1.60/0.10341) = 1.907 cm/s.

The ideal-gas law gives the bulk concentration:

C_g = yP/(k_BT) = 6.116×10¹⁵ cm⁻³.

In this formula P is in Pa and k_BT in J; the result in m⁻³ is multiplied by 10⁻⁶. The resistances are

1/h = 0.1454 s/cm
1/k = 0.5245 s/cm
1/h + 1/k = 0.6698 s/cm.

The sum was rounded only after the addition. With it, the flux and growth rate are

F = 6.116×10¹⁵/0.6698 = 9.131×10¹⁵ cm⁻² s⁻¹
G = 9.131×10¹⁵/(5×10²²) = 1.826×10⁻⁷ cm/s = 1.83 nm/s.

This is 0.110 µm/min. The surface concentration is 4.789×10¹⁵ cm⁻³, and k C_s = 1.907 × 4.789×10¹⁵ returns the same flux within rounding.

**The two regimes and the error of using one limit**

Let G_r = kC_g/N be the growth rate with perfect transport, and G_t = hC_g/N the rate with instantaneous reaction. The growth law becomes

1/G = 1/G_r + 1/G_t.

Both terms on the right are positive, so G is smaller than either limiting rate. Neither term exceeds 1/min(G_r, G_t), so their sum is at most twice that value. Hence

½ min(G_r, G_t) ≤ G < min(G_r, G_t),

with equality on the left when h = k. Taking the smaller limiting rate as an estimate is therefore wrong by at most a factor of two within this model.

The error follows from G_r/G = 1 + k/h and G_t/G = 1 + h/k. Relative to the true G, the reaction limit is too large by k/h and the transport limit by h/k. At 1000 K, G_r = 0.1268 nm/s and G = 0.1246 nm/s, an excess of about 2%. At 1600 K, G_t = 10.44 nm/s and G = 9.28 nm/s, an excess of about 12%. The hotter case is mainly transport-limited, but its reaction resistance is not negligible.

The fractions of the total resistance are useful diagnostics:

φ_k = (1/k)/(1/h + 1/k) = h/(h + k)
φ_h = (1/h)/(1/h + 1/k) = k/(h + k).

They add to 1, and φ_k = C_s/C_g. Under reaction control the surface sees nearly the bulk concentration; under transport control it is strongly depleted. The reaction share falls from 0.983 at 1000 K to 0.783 at 1200 K and 0.111 at 1600 K.

The two resistances are equal at about 1325 K, where C_s is half of C_g and G = 4.53 nm/s. This temperature belongs to the chosen δ as well as to the chemistry. A thinner film raises h, so a larger k, and hence a higher temperature, is needed to make the resistances equal.

**Sensitivity to film thickness**

Let R = 1/h + 1/k. Since 1/h = δ/D, increasing δ by 10% adds 0.1/h to R. By the definition of φ_h, this addition equals 0.1φ_h R. At fixed C_g and k,

G(1.1δ)/G(δ) = R/(R + 0.1φ_h R) = 1/(1 + 0.1φ_h).

The growth rate changes by −0.17% at 1000 K, −2.1% at 1200 K and −8.2% at 1600 K. The same nonuniformity of the gas film thus produces very different nonuniformities of the solid film. Full transport control would give 1/1.1 − 1, or about −9.1%.

**Separating the resistances from growth rates**

At fixed temperature and C_g, define the total resistance obtained from a growth rate:

R(δ) = C_g/(NG) = 1/k + δ/D.

It is linear in δ. For two thicknesses δ₁ and δ₂, subtraction removes 1/k:

D = (δ₂ − δ₁)/(R₂ − R₁)
1/k = R₁ − δ₁/D.

At 1200 K the model gives 2.048 nm/s for δ = 0.5 cm and 1.500 nm/s for δ = 2 cm. With C_g and N as above, R₁ = 0.597 s/cm and R₂ = 0.815 s/cm. Therefore

D = 1.5/(0.815 − 0.597) ≈ 6.88 cm²/s
1/k = 0.597 − 0.5/6.88 ≈ 0.524 s/cm,

which returns k ≈ 1.91 cm/s. The linearity of R in δ is exact only for the stagnant film. For the linear shear flow mentioned above, with δ defined as D/h for a fully depleted surface, the same inversion gives D about 15% too high, while k is off by only about 0.5%.

The subtraction amplifies errors in the data. If each growth rate has a small relative error ε, the largest relative error of R₂ − R₁ is, to first order,

ε (R₁ + R₂)/(R₂ − R₁) ≈ 6.5 ε.

An error of 1% in each rate, with opposite signs, therefore shifts D by about 6.5%. Under reaction control R₂ − R₁ is a still smaller part of R, and D is determined poorly.

If only the ratio s = δ₂/δ₁ is known, R₂ − R₁ = (s − 1)δ₁/D. The reaction resistance is still available from

1/k = R₁ − (R₂ − R₁)/(s − 1),

but δ₁ and D cannot be separated.

**Apparent activation energy**

The slope of an Arrhenius plot of G defines

E_app = −k_B d ln G/d(1/T) = k_BT² d ln G/dT.

The two forms agree because d(1/T) = −dT/T². Take P, y, δ and N as fixed. From G = C_g/(NR),

d ln G/dT = d ln C_g/dT − (1/R) dR/dT.

The derivative of 1/k is −(1/k) d ln k/dT, and similarly for 1/h. Dividing by R introduces the resistance shares:

−(1/R) dR/dT = φ_k d ln k/dT + φ_h d ln h/dT.

The three logarithmic derivatives are

d ln k/dT = E/(k_BT²)
d ln h/dT = n/T
d ln C_g/dT = −1/T.

Substitution and multiplication by k_BT² give

E_app = φ_k E + φ_h n k_BT − k_BT.

The last term is present because gas at fixed pressure becomes less dense on heating. It is absent if C_g itself is held fixed. Under reaction control E_app tends to E − k_BT, and under transport control to (n − 1)k_BT. The transport limit rests on δ being fixed. A real boundary layer changes with temperature, and n must then be replaced by d ln h/d ln T. For a laminar flat-plate layer with viscosity proportional to T^0.68, this exponent is about 1.39 at fixed mass flow and 0.89 at fixed velocity, so the transport-limited slope becomes about 0.39 k_BT or −0.11 k_BT instead of 0.75 k_BT.

At 1200 K the three terms are

E_app = 0.783 × 1.60 + 0.217 × 1.75 × 0.1034 − 0.1034 = 1.19 eV.

The values at 1000 K and 1600 K are 1.49 eV and 0.25 eV. Even at 1000 K, where reaction supplies 98% of the resistance, the slope is about 0.11 eV below E; most of this difference is the gas-density term. At 1600 K the reaction share is only 0.111, yet φ_k E = 0.18 eV exceeds the sum of the other two terms, 0.215 − 0.138 ≈ 0.08 eV. A fitted slope should therefore not be identified with E without correction for both effects.

**When the steady law may be used**

After a change of gas composition the film needs time to settle. Let c be the deviation of C from its steady profile. It obeys ∂c/∂t = D ∂²c/∂z². The bulk value is fixed, so c = 0 at z = δ. At the surface, supply equals consumption, so D ∂c/∂z = kc at z = 0. A decaying solution that vanishes at z = δ is

c ∝ exp(−t/τ) sin[μ(1 − z/δ)].

Two z derivatives produce the factor −μ²/δ², so 1/τ = Dμ²/δ². At the surface the derivative of the sine is −(μ/δ) cos μ, and the surface condition becomes

−(Dμ/δ) cos μ = k sin μ
μ cos μ + (k/h) sin μ = 0.

For k > 0 the left side is positive for 0 < μ ≤ π/2 and negative at μ = π. The smallest positive root, which gives the slowest decay, therefore lies between π/2 and π. Hence

τ = δ²/(Dμ²) < 4δ²/(π²D).

At 1200 K, μ = 1.730 and τ = 0.049 s, below the bound of 0.059 s. For a film that starts empty, the surface flux after 10τ is within 0.01% of its steady value. The steady law can follow changes that are very slow compared with τ. For a sinusoidal variation of C_g at 1200 K, its error is about 68% of the amplitude when the period is 10τ, 8% at 100τ and 0.8% at 1000τ. Faster changes require the time-dependent equation.

The motion of the growing surface can also be neglected here. During τ the solid grows by 0.09 nm, while the gas film is 1 cm thick. The surface speed is small compared with the transport coefficient, G/h = 2.7×10⁻⁸, so the corresponding drift hardly alters diffusion.

**When the precursor is not dilute**

Suppose each consumed molecule releases ν gas molecules. The net molecular flow towards the surface is then aF, with a = 1 − ν, and it carries precursor with it. Let c_tot be the total gas concentration, and let y_g and y_s be the precursor mole fractions at the outer edge and at the surface. In a pseudo-binary description, with one diffusivity for the precursor in the mixture,

F = c_tot D dy/dz + y aF.

Moving the last term to the left and integrating across the film gives

F/(h c_tot) = ∫ dy/(1 − ay), from y_s to y_g.

For small |a|y, 1/(1 − ay) ≈ 1 + ay. The integral is then

(y_g − y_s) + a(y_g² − y_s²)/2 = (y_g − y_s)[1 + a(y_g + y_s)/2].

The net flow thus multiplies h by 1 + η, with η = a(y_g + y_s)/2. To first order the transport resistance falls by η/h, which is a fraction φ_h η of the total. The relative change of F is therefore

ΔF/F ≈ φ_h (1 − ν)(y_g + y_s)/2.

For ν = 0 the flow towards the surface helps transport; for ν > 1 the released gas opposes it. For ν = 1 this correction vanishes. At 1200 K and y_g = 0.001, integration without the expansion gives changes of +0.019% for ν = 0 and −0.039% for ν = 3, relative to the dilute law. At y_g = 0.1 they are +2.0% and −3.7%. These values belong to φ_h = 0.217; the correction has more weight when transport supplies more of the resistance. They also assume that the precursor diffuses equally well through the product gas and through the carrier. If it does not, a further correction of the same order in y appears, and it remains at ν = 1. With a precursor–product diffusivity one quarter of the precursor–carrier value, the Maxwell–Stefan equations at y_g = 0.1 give −6.1% for ν = 1 and −17.9% for ν = 3.

**Other limits of validity**

In a cold-wall reactor the gas film is not isothermal. The concentration then varies with gas density even when the mole fraction is uniform, so C_g − C_s is no longer the correct driving difference. The transport equation must be solved with the temperature profile, and thermal diffusion may have to be included.

The surface law can fail at high coverage. If consumption saturates as F = kC_s/(1 + bC_s), with b a positive constant, the surface drop is

C_s = F(1 + bC_s)/k.

The reaction resistance (1 + bC_s)/k now depends on the concentration. Fluxes can still be equated, but the result is a quadratic equation for C_s rather than a sum of two fixed resistances. The Grove form is recovered when bC_s ≪ 1. The numerical output lists the values for the three temperatures and for the checks of validity.

Table of computed values

```
Pressure: 101325 Pa
Precursor mole fraction: 0.001
Gas-film thickness: 1.0 cm
D at 1000 K: 5.0 cm^2/s; power of T: 1.75
k prefactor: 1.0e+07 cm/s; E: 1.60 eV
Film atom density: 5.0e+22 cm^-3
Worked case at 1200 K
  k_B T: 0.1034 eV
  D: 6.879 cm^2/s
  h: 6.879 cm/s; k: 1.907 cm/s
  1/h: 0.1454 s/cm; 1/k: 0.5245 s/cm
  total resistance: 0.6698 s/cm
  C_g: 6.116e+15 cm^-3; C_s: 4.789e+15 cm^-3
  flux: 9.131e+15 cm^-2 s^-1
  growth rate: 1.826 nm/s = 0.1096 um/min
At 1000 K: k 0.0864 cm/s, h 5.000 cm/s
  C_s/C_g = reaction share: 0.9830
  growth rate: 0.1246 nm/s
  limits: reaction 0.1268, transport 7.3389 nm/s
  G change, delta +10%: -0.17 %
  k_B T: 0.0862 eV; E_app: 1.489 eV
At 1200 K: k 1.9068 cm/s, h 6.879 cm/s
  C_s/C_g = reaction share: 0.7830
  growth rate: 1.8261 nm/s
  limits: reaction 2.3323, transport 8.4143 nm/s
  G change, delta +10%: -2.12 %
  k_B T: 0.1034 eV; E_app: 1.189 eV
At 1600 K: k 91.2477 cm/s, h 11.381 cm/s
  C_s/C_g = reaction share: 0.1109
  growth rate: 9.2827 nm/s
  limits: reaction 83.7077, transport 10.4405 nm/s
  G change, delta +10%: -8.17 %
  k_B T: 0.1379 eV; E_app: 0.254 eV
Equal resistances at: 1324.7 K
  k = h: 8.178 cm/s
  C_s/C_g: 0.5000
  growth rate: 4.531 nm/s
Two-thickness test at 1200 K: 0.5 and 2.0 cm
  growth rates: 2.0484, 1.5005 nm/s
  recovered k: 1.907 cm/s; D: 6.879 cm^2/s
Transient at 1200 K: mu 1.7297, tau 0.0486 s
  upper bound of tau: 0.0589 s
  flux deficit after 10 tau: 6.1e-05
  thickness grown in tau: 0.089 nm
  G/h: 2.7e-08
Flux change, nu=0, y=0.001: 0.019 %
Flux change, nu=0, y=0.100: 1.991 %
Flux change, nu=3, y=0.001: -0.039 %
Flux change, nu=3, y=0.100: -3.664 %
```
